# Upper confidence bound on contact failures after a failure-free test

## Problem

Contact holes are printed in an EUV resist on a square grid of 40 nm pitch. Inspection of $N=10^9$ contacts, a number fixed beforehand, finds no failure, such as a closed hole. Assume first that contacts fail independently, that each has the same unknown failure probability $p$, and that inspection sees every failure and reports no false ones.

(a) Find the probability of a failure-free ("clean") test, and from it the one-sided 95 percent upper confidence bound on $p$.

(b) Show that the bound keeps its 95 percent promise whatever the true $p$, and that no smaller fixed value stated after a clean test does.

(c) What remains true if the contacts have different failure probabilities?

(d) What does the result say about a chip with $10^{10}$ contacts? How large a clean test would give a bound of $10^{-12}$?

(e) Find how the bound changes, taking one effect at a time, if inspection sees 90 percent of the failures; if contacts fail in blocks of four; and if the whole test shares one dose error of 1 percent standard deviation, where $p$ changes tenfold per 5 percent of dose.

## Solution

### (a) The clean test and its bound

Let $K$ be the number of failures. One contact survives with probability $1-p$. Survivals are independent, so their probabilities multiply:

$$P(K=0\,|\,p)=(1-p)^N .$$

Photon noise that acts separately in each contact needs no extra factor. If a contact that absorbs $n$ photons fails with probability $f(n)$, then $p$ is the average of $f(n)$ over the photon statistics.

The clean-test probability falls as $p$ rises. A large $p$ is therefore hard to reconcile with a clean test. Let $\alpha=0.05$ be the accepted chance of stating a bound that is too low. The bound $U_0$ is the value of $p$ at which a clean test has just this probability:

$$(1-U_0)^N=\alpha\quad\Longrightarrow\quad U_0=1-\alpha^{1/N}.$$

To evaluate it, write $\alpha^{1/N}=e^{-x}$ with

$$x=-\frac{\ln\alpha}{N}=\frac{\ln 20}{N},\qquad U_0=1-e^{-x}.$$

For $t>0$ we have $e^{-t}<1$. Integrating from 0 to $x$ gives $1-e^{-x}<x$. The same inequality, written as $e^{-t}>1-t$ and integrated again, gives $1-e^{-x}>x-x^2/2$. Hence

$$x-\frac{x^2}{2}<U_0<x .$$

With $\ln 20=2.9957$,

$$U_0\simeq\frac{2.9957}{10^9}=3.0\times10^{-9}\ \text{per contact}.$$

Replacing $U_0$ by $x$ makes a relative error of about $x/2=1.5\times10^{-9}$, which is negligible.

The factor 3 belongs to the one-sided convention. If only 2.5 percent is allowed in the upper tail, as in a two-sided 95 percent interval with equal tails, $\ln 20$ becomes $\ln 40$ and the upper limit is $3.69\times10^{-9}$.

### (b) What "95 percent" promises

A confidence level describes a procedure, so a bound must be defined for every outcome $k$, not just for $k=0$. For $k<N$ define $U(k)$ by

$$P(K\le k\,|\,p=U(k))=\alpha ,$$

and set $U(N)=1$. For $k=0$ this is the equation of part (a), so $U(0)=U_0$.

The definition has one solution for each $k<N$. To see this, give each contact a random number uniform between 0 and 1, and let the contact fail if its number is below $p$. Raising $p$ can add failures but cannot remove any, so $P(K\le k\,|\,p)$ cannot rise. It falls strictly, because there is a positive chance that all $N$ numbers lie between the old and the new $p$, which takes $K$ from 0 to $N$. It is also a polynomial in $p$, hence continuous, and it runs from 1 at $p=0$ to 0 at $p=1$. It therefore passes through $\alpha$ once.

Now fix the true $p$. Because the probability falls with $p$, for $k<N$

$$U(k)<p\quad\text{holds exactly when}\quad P(K\le k\,|\,p)<\alpha .$$

The outcome $k=N$ never gives a bound that is too low, since $U(N)=1$. As $P(K\le k\,|\,p)$ grows with $k$, the outcomes with too low a bound are $0,1,\dots,k^*$, where $k^*$ is the largest $k$ that satisfies the inequality. Their total probability is

$$P\big(U(K)<p\big)=P(K\le k^*\,|\,p)<\alpha .$$

If no $k$ satisfies the inequality, the probability of error is zero. The stated bound is thus at least as large as $p$ in at least 95 percent of repeated tests, for every $p$.

No smaller value $u<U_0$, stated after every clean test, can serve. Choose a true $p$ between $u$ and $U_0$. A clean test then has probability $(1-p)^N>(1-U_0)^N=\alpha$, and each clean test gives a false bound. The promise is broken at that $p$. The argument assumes that the bound is fixed by the outcome alone; rules that also draw a random number are not covered by it.

A small test shows both properties. For 60 contacts, $U_0=0.0487$. Binomial sums were evaluated at 999 evenly spaced values of $p$ from 0.001 to 0.999, and also just above each $U(k)$. The lowest coverage found was 0.9500. When the zero-failure bound alone was cut by 10 percent, the coverage at $p=0.91\,U_0$ dropped to 0.934.

The result does not say that $p$ has a 95 percent probability of lying below $U_0$. Such a statement would need a prior distribution for $p$. Nor is $U_0$ an estimate of $p$: the data are also compatible with a much smaller value.

### (c) Unequal probabilities

Let contact $i$ fail independently with probability $p_i$, and let $\bar p$ be the mean of the $p_i$ over the tested contacts. The geometric mean of non-negative numbers does not exceed their arithmetic mean, so

$$\left[\prod_{i=1}^N(1-p_i)\right]^{1/N}\le\frac1N\sum_{i=1}^N(1-p_i)=1-\bar p .$$

Raising both sides to the power $N$ gives

$$P(K=0)=\prod_{i=1}^N(1-p_i)\le(1-\bar p)^N .$$

Use the simple rule "state $U_0$ after a clean test, and otherwise state the trivial bound 1". This rule errs only if $\bar p>U_0$ and the test is clean. The probability of that is at most $(1-\bar p)^N<\alpha$. The bound therefore holds for the mean $\bar p$.

It does not hold for the worst contact. If one contact failed with probability 0.5 and all others never failed, half of all tests would be clean, although $\bar p$ would be only $0.5/10^9$.

### (d) Reading the number

The inspected area is

$$10^9\times(40\ \text{nm})^2=1.6\times10^{12}\ \text{nm}^2=1.6\ \text{mm}^2 .$$

The chance that a process passes this test is $(1-p)^N\simeq e^{-Np}$. It is 0.905 for $p=10^{-10}$, 0.368 for $p=10^{-9}$, and 0.050 for $p=U_0$. A process with one failure per $10^9$ contacts on average thus passes more than one time in three.

For a chip with $M=10^{10}$ contacts, a failure probability equal to the bound would mean

$$MU_0=10^{10}\times2.996\times10^{-9}\simeq30$$

failures on average. The chance of a failure-free chip would be

$$(1-U_0)^M=\alpha^{M/N}=0.05^{10}\simeq9.8\times10^{-14}.$$

This is not a forecast of the yield. It is the worst case that the bound leaves open for independent contacts with one common $p$; by the inequality of part (c), unequal probabilities with the same mean give a yield that is no higher and can be much lower. It shows that this test cannot qualify a chip on which every contact must work.

For a target bound $p_t=10^{-12}$, the number $n$ of clean contacts must satisfy $(1-p_t)^n\le\alpha$. Taking logarithms and dividing by the negative number $\ln(1-p_t)$ reverses the inequality:

$$n\ge\frac{\ln\alpha}{\ln(1-p_t)}\simeq\frac{\ln20}{p_t}=3.0\times10^{12}.$$

At the same pitch these contacts cover 48 cm². The bound scales as $1/n$, so this target, about 3000 times stricter than $U_0$, needs a clean test about 3000 times larger.

### (e) When the assumptions fail

**Missed failures.** Let each failure be seen independently with probability $\eta=0.90$. A contact is reported as failed with probability $\eta p$, so a test without reports has probability $(1-\eta p)^N$. Setting this equal to $\alpha$ gives $\eta p=U_0$, and the new bound is

$$\frac{U_0}{\eta}=\frac{2.996\times10^{-9}}{0.90}=3.33\times10^{-9}.$$

**Blocks.** Let the contacts form $N/g$ independent blocks of $g=4$, each of which fails as a whole with probability $p$. Each contact still fails with probability $p$, but there are only $N/g$ independent trials. Then

$$(1-p)^{N/g}=\alpha\quad\Longrightarrow\quad p=1-\alpha^{g/N}\simeq\frac{g\ln20}{N}=1.2\times10^{-8}.$$

The bound is four times larger. At $p=U_0$ a clean test now has probability $\alpha^{1/4}=0.473$ instead of 0.05. Using the independent formula here would badly overstate the evidence.

**Shared dose error.** Let $\delta$ be the relative dose error, Gaussian with standard deviation $\sigma=0.01$ and common to all contacts of the test. Suppose that closed holes are the only failures and that more dose makes them rarer, so that $p=p_0\,10^{-\delta/0.05}$. With $\delta=-\sigma z$, where $z$ is a standard Gaussian variable,

$$p=p_0e^{sz},\qquad s=\frac{0.01}{0.05}\ln10=0.4605 .$$

Since the average of $e^{sz}$ is $e^{s^2/2}$, the mean failure probability is $\bar p=p_0e^{s^2/2}$, and so $p=\bar p\,e^{sz-s^2/2}$. For given $z$ a clean test has probability close to $e^{-Np}$. Averaging over $z$ gives the condition for the bound on $\bar p$:

$$\int_{-\infty}^{\infty}\frac{e^{-z^2/2}}{\sqrt{2\pi}}\exp\!\left(-N\bar p\,e^{sz-s^2/2}\right)dz=\alpha .$$

The numerical solution is $\bar p=4.05\times10^{-9}$, which is 1.35 times $U_0$. The increase has a simple origin. The function $e^{-Np}$ is convex in $p$, so its average is larger than $e^{-N\bar p}$: tests that happen to run at a favourable dose are clean more often than the mean $\bar p$ suggests. If each contact instead had its own independent dose error, each would fail independently with probability $\bar p$, and the result of part (a) would return. What matters is that the error is shared. The larger bound is needed only for the mean over doses. At the dose actually used in the test, the contacts are independent with one common $p$, so $U_0$ still bounds that $p$.

**Comparison with a real process.** A pitch of 40 nm and about $10^{10}$ contacts per chip are round values chosen for illustration, as are the detection probability, block size and dose response. They are not data for a particular resist. Real processes can break independence through particles, mask defects and drifts of dose or focus. Of the three effects sized here, blocks move the bound most, from $3.0\times10^{-9}$ to $1.2\times10^{-8}$; larger blocks would move it further, in proportion to $g$ as long as $g\ll N$. The bound also refers to the conditions that were tested. It does not carry over to another dose, focus or mask without a model of how $p$ changes. The numerical output lists the values used.

## Values computed for the example and the checks

```
inspected contacts N: 1e+09
allowed error probability alpha: 0.05
contact pitch: 40 nm
inspected area: 1.60 mm2
ln 20: 2.995732
95 percent upper bound U0: 2.9957e-09 per contact
same bound by bisection: 2.9957e-09 per contact
relative error of ln(20)/N: 1.50e-09
bound with 2.5 percent upper tail: 3.689e-09 per contact
small coverage test, contacts: 60
small test, zero-failure bound: 0.04870 per contact
small test, lowest coverage found: 0.95000
small test, coverage with bound cut by 10 percent: 0.9341
chance of clean test at p = 1.000e-10 per contact: 0.9048
chance of clean test at p = 1.000e-09 per contact: 0.3679
chance of clean test at p = 2.996e-09 per contact: 0.0500
contacts on chip: 1e+10
mean failures per chip at p = U0: 29.96
chance of failure-free chip at p = U0: 9.77e-14
stricter target bound: 1e-12 per contact
clean contacts needed for target: 2.9957e+12
area needed for target: 47.9 cm2
detection probability: 0.90
bound with missed failures: 3.329e-09 per contact
contacts failing together: 4
bound with blocks: 1.198e-08 per contact
chance of clean test at p = U0 with blocks: 0.4729
shared dose error, standard deviation: 1.0 percent
dose change for tenfold p: 5.0 percent
standard deviation of ln p: 0.4605
bound on mean p with shared dose error: 4.051e-09 per contact
ratio to U0, missed failures: 1.111
ratio to U0, blocks: 4.000
ratio to U0, shared dose error: 1.352
```
